# The Coulomb gap in three dimensions and the Efros-Shklovskii hopping exponent

In lightly doped, compensated silicon at a few kelvin, the carriers sit on impurity sites and conduct by hopping. Acceptors have taken electrons from some donors, so occupied and empty donor sites lie mixed in space, and the charged impurities spread the site energies. On further cooling, hops to more distant sites of closer energy become favourable. If the density of states at the chemical potential were constant, the logarithm of the resistivity would then grow as $T^{-1/4}$. But hopping electrons screen poorly, and their long-range repulsion remains. A hop leaves a hole behind, and the attraction between the moved electron and this hole can pay for the hop. A stable ground state must exclude every such gain, which removes states near the chemical potential. The question is how many states survive, and what this does to the resistivity.

## Setting and assumptions

Sites $i$ at positions $\mathbf r_i$ have bare energies $\varphi_i$ and occupations $n_i=0$ or $1$. With $r_{ij}=|\mathbf r_i-\mathbf r_j|$ and

$$B=\frac{e^2}{4\pi\varepsilon_0\kappa},\qquad H=\sum_i\varphi_i n_i+\frac12\sum_{i\neq j}\frac{B}{r_{ij}}\left(n_i-\tfrac12\right)\left(n_j-\tfrac12\right),$$

the terms $-\frac12$ represent a neutralizing background at half filling. The energy of site $i$ in the field of all others is

$$\varepsilon_i=\varphi_i+\sum_{j\ne i}\frac{B}{r_{ij}}\left(n_j-\tfrac12\right).$$

Energies are measured from the chemical potential, so in the ground state occupied sites have $\varepsilon_i<0$ and empty sites $\varepsilon_i>0$. The density of states $g(\varepsilon)$ counts sites per volume and energy.

**A1.** Sites are localized with decay length $a$; tunnelling does not alter their energies. The permittivity $\kappa$ is constant.

**A2.** Without the stability conditions the density of states would be a constant $g_0$. The gap is symmetric, $g(-\varepsilon)=g(\varepsilon)$.

**A3 (mean field).** Around an empty site, the occupied sites are scattered independently, with the final density $g$. The site survives with the probability that none of them violates stability.

**A4.** Current flows by single-electron, phonon-assisted hops. In the resistor network the sites are uncorrelated, and the interaction within a hopping pair is omitted; a remark below restores both.

A3 is an essential assumption. If all occupied sites near the chemical potential lay in one half of the sample and all empty ones in the other, stability would restrict few pairs away from the interface, and no quadratic law would follow.

## Theorem

**(a)** Under A1 to A3, if $g$ follows a power law as $\varepsilon\to0$, then

$$g(\varepsilon)\simeq\alpha\,\frac{\varepsilon^2}{B^3},\qquad \alpha=\frac{3}{2\pi}.$$

**(b)** Under A1 and A4, if $g=\alpha\varepsilon^2/B^3$ over the energies used in hopping, then at low temperature

$$\ln\frac{\rho}{\rho_0}=\left(\frac{T_{\rm ES}}{T}\right)^{1/2},\qquad kT_{\rm ES}=\beta\frac{B}{a},$$

where $\beta$ is a number and $\rho_0$ varies slowly compared with the exponential.

## Lemma 1: the cost of a transfer

*Moving an electron from an occupied site $i$ to an empty site $j$ costs $\Delta_{ij}=\varepsilon_j-\varepsilon_i-B/r_{ij}$.*

*Proof.* $H$ is linear in each $n_i$, with slope $\varepsilon_i$. Removing the electron from $i$ therefore changes the energy by $-\varepsilon_i$. Now $n_i$ has dropped by one, which lowers the energy of site $j$ to $\varepsilon_j-B/r_{ij}$. Adding the electron there costs this amount, and the sum is $\Delta_{ij}$. $\square$

The last term is the electron-hole attraction. Stability requires $\Delta_{ij}\ge0$. For an empty site at $\varepsilon>0$ and an occupied site at $-\varepsilon'<0$ this reads

$$\varepsilon+\varepsilon'\ge\frac{B}{r_{ij}}\quad\Longleftrightarrow\quad r_{ij}\ge\frac{B}{\varepsilon+\varepsilon'}.$$

The closer two such sites are to the chemical potential, the farther apart they must be.

## Lemma 2: the self-consistent equation

*Under A1 to A3,*

$$g(\varepsilon)=g_0\exp\left[-\frac{4\pi B^3}{3}\int_0^\infty\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^3}\right].$$

*Proof.* Occupied sites with energies between $-\varepsilon'$ and $-\varepsilon'-d\varepsilon'$ have density $g(\varepsilon')d\varepsilon'$. They violate stability inside a sphere of radius $B/(\varepsilon+\varepsilon')$, so their expected number there is

$$\frac{4\pi}{3}\left(\frac{B}{\varepsilon+\varepsilon'}\right)^3g(\varepsilon')\,d\varepsilon'.$$

Independent scattering makes the total number of violating sites a Poisson variable whose mean is the integral over $\varepsilon'$. The probability of finding none is the exponential of minus this mean, and it multiplies $g_0$. $\square$

Define $E_0^2=4\pi B^3g_0/3$, $x=\varepsilon/E_0$ and $f=g/g_0$. With $\varepsilon'=E_0y$, the integral supplies a factor $g_0E_0/E_0^3=g_0/E_0^2$, which cancels the prefactor:

$$\ln f(x)=-I(x),\qquad I(x)=\int_0^\infty\frac{f(y)\,dy}{(x+y)^3}.$$

No parameter is left. Two solutions $f_1,f_2$ that vanish as powers at $x=0$ must coincide. To see this, subtract their equations, multiply by $h=f_1-f_2$, integrate, and use $(x+y)^{-3}=\frac12\int_0^\infty q^2e^{-q(x+y)}dq$:

$$\int_0^\infty h\,(\ln f_1-\ln f_2)\,dx=-\frac12\int_0^\infty q^2\left[\int_0^\infty e^{-qx}h(x)\,dx\right]^2dq.$$

The left side is not negative, since the logarithm increases; the right side is not positive. Both vanish, so $h=0$.

## Proof of part (a)

Let $f\simeq Ax^m$ as $x\to0$, with $A>0$ and $m\ge0$. Then $I=-\ln f$ may grow at most logarithmically.

*Case $m<2$.* For small $x$, $f(y)\ge\frac A2y^m$ on the interval from $x$ to $2x$. There $y^m\ge x^m$ and $x+y\le3x$, so

$$I(x)\ge\frac A2x^m\,\frac{x}{(3x)^3}=\frac{A}{54}\,x^{m-2}.$$

This exceeds any logarithm as $x\to0$, a contradiction. A finite density at the chemical potential, $m=0$, is thereby excluded.

*Case $m>2$.* Now $\int_0^\infty f(y)y^{-3}dy$ converges at both ends, so $I(0)$ is finite. But $f(0)=0$ requires $I\to\infty$, again a contradiction: too few states remain to produce so deep a gap.

*Case $m=2$.* Split $I$ at a small fixed $c$. The part above $c$ is at most $\int_c^\infty y^{-3}dy=1/(2c^2)$, because $f\le1$. Below $c$, set $t=x+y$:

$$\int_0^c\frac{y^2dy}{(x+y)^3}=\int_x^{x+c}\left(\frac1t-\frac{2x}{t^2}+\frac{x^2}{t^3}\right)dt=\ln\frac{x+c}{x}-\frac32+\frac{2x}{x+c}-\frac{x^2}{2(x+c)^2}.$$

The divergent part is $\ln(1/x)$. Since $f/y^2$ is as close to $A$ as desired when $c$ is small, $I(x)/\ln(1/x)\to A$. On the other side $-\ln f=2\ln(1/x)-\ln A+\dots$, so the same ratio tends to 2. Hence $A=2$, and

$$g\simeq g_0\,\frac{2\varepsilon^2}{E_0^2}=\frac{2\cdot3}{4\pi}\frac{\varepsilon^2}{B^3}=\frac{3}{2\pi}\frac{\varepsilon^2}{B^3}.\qquad\square$$

The bare density $g_0$ has dropped out; it fixes where the gap begins, but not its limiting form.

**Remark on the coefficient.** A different closure charges each forbidden pair half to each partner, which halves the exponent in Lemma 2. The logarithm then has coefficient $A/2$ if $E_0$ is kept, so $A=4$ and $\alpha=3/\pi$. The power 2 is common to both closures; the coefficient is not a consequence of stability alone.

## How slowly the limit is reached

Write $f=2x^2(1+\delta)$ with small $\delta=x^s$; a complex $s$ stands for the real part. To first order the left side of the equation changes by $x^s$, and the right side by

$$-2\int_0^Y\frac{y^{2+s}dy}{(x+y)^3},$$

where $Y$ marks the end of the power-law region. For $-3<\mathrm{Re}\,s<0$ one may let $Y\to\infty$. With $y=xt$ the integral is then $J(s)x^s$, where

$$J(s)=\int_0^\infty\frac{t^{2+s}dt}{(1+t)^3}=\frac{\Gamma(3+s)\Gamma(-s)}{2}=-\frac{\pi(1+s)(2+s)}{2\sin\pi s}.$$

Here $\Gamma(3+s)=(2+s)(1+s)\Gamma(1+s)$ and $\Gamma(1+s)\Gamma(-s)=-\pi/\sin\pi s$ were used.

A decaying correction needs $\mathrm{Re}\,s>0$. For $0<\mathrm{Re}\,s<1$, subtract $y^{-3}$ from $(x+y)^{-3}$ and add it back. The added part gives $Y^s/s$, a constant that belongs to the matching with higher energies. The subtracted integral converges and is again $J(s)x^s$, by continuation: above $t=1$ the subtraction removes $\int_1^\infty t^{s-1}dt$, whose continued value is $-1/s$, and below $t=1$ it removes $\int_0^1t^{s-1}dt=1/s$; the two cancel. Equating the coefficients of $x^s$ gives $1=-2J(s)$, or

$$\sin\pi s=\pi(1+s)(2+s).$$

No real $s$ between 0 and 1 satisfies this, since the right side exceeds $2\pi$. There is a complex root $s=0.1335+0.9873\,i$, and the numerical solution of the full equation, fitted at extremely small $x$, gives $0.1330+0.9866\,i$. The density therefore oscillates about the quadratic law in $\ln x$. One period is $2\pi/0.9873=6.36$, a factor of about 580 in energy, over which the linear correction shrinks only to $e^{-0.1335\times6.36}=0.43$ of its size.

At accessible energies this matters. The ratio $f/x^2$, whose limit is 2, equals 4.17 at $x=0.1$, 0.91 at $x=0.01$ and 1.92 at $x=0.001$. The local power $m=d\ln g/d\ln\varepsilon$ is 2.43, 2.23 and 1.47 at these points. Within this closure, the quadratic law is a limit and an average trend, not an accurate local description.

A lattice Coulomb glass, relaxed until no single transfer lowers its energy, tests the gap without A3. Between 0.20 and 0.35 in units of $B$ over the lattice constant, its amplitude $gB^3/\varepsilon^2$ is 1.17; the closure gives 1.05 in the same window. The power found from this window and the next one, up to 0.61, is $1.86\pm0.13$ (counting error), against 1.44 from the closure. The glass values also depend on the setting: other sample sizes (8 to 14 sites per side), another relaxation order or an Ewald sum for the interaction give amplitudes from 1.06 to 1.20 and powers from 1.7 to 2.0. The power stays above that of the closure in all these cases, so the agreement is rough. The closure also takes the bare density as constant at all energies, while the lattice potentials have a finite width. This can shift the closure's amplitude by about a quarter, so the closeness of the two amplitudes should not be given much weight. With 1000 sites per sample, the glass cannot reach the limiting regime.

## Lemma 3: the hopping resistor

*At low temperature the resistance between sites $i$ and $j$ is proportional to $e^{\xi_{ij}}$, with*

$$\xi_{ij}=\frac{2r_{ij}}{a}+\frac{\varepsilon_{ij}}{kT},\qquad\varepsilon_{ij}=\frac12\left(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\right).$$

*Proof.* The equilibrium rate from $i$ to $j$ contains four factors. Tunnelling gives $e^{-2r_{ij}/a}$, the square of the wave function overlap. Site $i$ must be occupied, with probability of order $e^{-\max(\varepsilon_i,0)/kT}$. Site $j$ must be empty, which gives $e^{-\max(-\varepsilon_j,0)/kT}$. A phonon must supply any missing energy, which gives $e^{-\max(\varepsilon_j-\varepsilon_i,0)/kT}$. Since $\max(u,0)=\frac12(u+|u|)$, the three energies add to

$$\tfrac12\left[\varepsilon_i+|\varepsilon_i|-\varepsilon_j+|\varepsilon_j|+\varepsilon_j-\varepsilon_i+|\varepsilon_j-\varepsilon_i|\right]=\varepsilon_{ij}.$$

A small voltage changes the forward and backward rates by a fraction proportional to voltage over $kT$, so the conductance is proportional to this equilibrium rate. $\square$

## Proof of part (b)

The resistances spread over many powers of ten. Connect the pairs in order of increasing $\xi_{ij}$, and let $\xi$ be the value at which the connected pairs first span the sample. Much smaller resistances act as short circuits, and much larger ones are bypassed. The critical ones determine the resistivity, so $\ln(\rho/\rho_0)=\xi$ to leading order.

Take $g=G|\varepsilon|^m$, which treats the gap and the constant density together. Scale lengths by the longest possible hop and energies by the largest usable energy:

$$\mathbf r=\frac{a\xi}{2}\,\mathbf s,\qquad\varepsilon=kT\xi\,\eta.$$

The condition $\xi_{ij}\le\xi$ becomes $s_{ij}+\eta_{ij}\le1$, where $\eta_{ij}$ is built from $\eta_i,\eta_j$ as $\varepsilon_{ij}$ is from $\varepsilon_i,\varepsilon_j$. It contains no temperature. The number of sites in a scaled volume element is

$$g\,d\varepsilon\,d^3r=\nu|\eta|^m\,d\eta\,d^3s,\qquad\nu=G(kT\xi)^{m+1}\left(\frac{a\xi}{2}\right)^3.$$

For uncorrelated sites, $\nu$ is the sole parameter of the percolation problem, and spanning begins at a numerical value $\nu_c$ that depends on $m$. Collecting the powers of $\xi$,

$$\xi^{m+4}=\frac{8\nu_c}{Ga^3(kT)^{m+1}},\qquad\xi\propto T^{-p},\qquad p=\frac{m+1}{m+4}.$$

For the quadratic gap, $m=2$ and $G=\alpha/B^3$. Then $\xi^6=8\nu_cB^3/[\alpha a^3(kT)^3]$, and the cube root is

$$\xi^2=2\left(\frac{\nu_c}{\alpha}\right)^{1/3}\frac{B}{akT}.$$

This is the theorem, with $\beta=2(\nu_c/\alpha)^{1/3}$ and $p=\frac12$. $\square$

For a constant density, $m=0$ and $p=\frac14$, which is Mott's law. Percolation of random sites between metal contacts gives 0.496 for the quadratic gap and 0.264 for the constant density; both tests allow a deviation of 0.04 for finite size and scatter. The same runs give $\nu_c=57.3$ for the gap and, with the asymptotic $\alpha$, $\beta=9.87\pm0.12$, where the error is the scatter of four samples, each about seven longest hops wide. These digits are not converged: boxes about eleven longest hops wide give $\beta\approx9.4$ to $9.5$, some 4% lower, and since $\nu_c\propto\beta^3$ this means $\nu_c\approx50$, some 13% lower.

**Remark on the omitted interaction.** For an occupied-empty pair, the hop energy should be $|\varepsilon_i|+|\varepsilon_j|-B/r_{ij}$. In scaled variables the last term is $\lambda/s_{ij}$, with

$$\lambda=\frac{2B}{akT\xi^2},\qquad\nu=\frac{\alpha}{\lambda^3}.$$

The stability condition becomes $\eta+\eta'\ge\lambda/s$. Hop energies and correlations set by this condition thus bring in no second independent parameter. Spanning still occurs at a fixed $\lambda$, so $\xi^2\propto1/T$ and the exponent $\frac12$ survives. The number $\beta$ changes. For a given set of sites the attraction lowers hop energies and cannot raise $\xi$; the effect of the correlations on $\beta$ is not computed here.

## Where the law holds

The hopping band has half-width $kT\xi=\sqrt{kT\,kT_{\rm ES}}$, which shrinks on cooling. It must lie inside the gap, whose scale $\Delta$ follows from $\alpha\Delta^2/B^3=g_0$. Setting $kT\xi=\Delta$ gives the upper temperature scale

$$kT_{\rm upper}=\frac{\Delta^2}{kT_{\rm ES}}.$$

Well above it the band sees a nearly constant density, and the exponent tends slowly to $\frac14$, provided that the band is still narrower than the bare energy spread and $\xi\gg1$. A bare spread of only a few $\Delta$, as in the example below, leaves no room for this limit.

The law also fails if the interaction is cut off at a distance $d$ throughout the volume of the sample. The radius $B/(\varepsilon+\varepsilon')$ in Lemma 2 then cannot exceed $d$. The exponent stays finite at $\varepsilon=0$, some density survives there, and at sufficiently low temperature the $T^{-1/4}$ law returns.

Finally, stability against single transfers is necessary for a ground state, but not sufficient. Rearrangements of several electrons impose further conditions, which this mean-field treatment leaves out.

## Worked example

Take round model parameters: $\kappa=12$, $a=8$ nm, site density $10^{24}\ \mathrm{m^{-3}}$ and bare energy spread 30 meV. Then $B=1.923\times10^{-29}$ J m. Density divided by spread gives $g_0=2.08\times10^{44}\ \mathrm{J^{-1}\,m^{-3}}$, and

$$E_0=\sqrt{\frac{4\pi}{3}B^3g_0}=15.5\ \text{meV}.$$

The hops below have band edges near $x=0.2$, where the closure's amplitude $gB^3/\varepsilon^2$ is 1.06 instead of the asymptotic 0.477. The closure takes the bare density as constant at all energies; here it ends at $\pm15$ meV, close to $E_0$, which would raise the amplitude by somewhat more than a tenth. Neglecting this and using 1.06 for $\alpha$,

$$\beta=2\left(\frac{57.3}{1.06}\right)^{1/3}=7.57,\qquad\Delta=\sqrt{\frac{g_0B^3}{1.06}}=7.4\ \text{meV}.$$

The hopping scale is $kT_{\rm ES}=7.57\,B/a=113.5$ meV, or $T_{\rm ES}\approx1320$ K. The upper temperature scale is $(7.38^2/113.5)$ meV divided by $k$, which is 5.6 K.

At 1 K, $\xi=\sqrt{1317}=36.3$. The longest hop is $a\xi/2=145$ nm, far more than the typical site spacing of 10 nm, and the band half-width is $113.5/36.3=3.1$ meV, inside the gap. At 0.5 K and 2 K, $\xi$ is 51.3 and 25.7, and the half-width is 2.2 and 4.4 meV. Between these two temperatures the resistivity changes by $(51.3-25.7)/\ln10\approx11$ powers of ten, apart from the prefactor. This holds the amplitude fixed at its value for $x=0.2$; its variation with energy can change the figure by more than one power of ten.

These figures are model estimates. With $\nu_c\approx50$ in place of 57.3, $\beta$ would be about 7.2 and $T_{\rm ES}$ about 1260 K. The decay length of 8 nm is close to the site spacing of 10 nm, so neighbouring sites overlap strongly and A1 is poorly satisfied. The example shows how the formulas are used; it does not describe lightly doped silicon. The asymptotic $\alpha$ would raise $T_{\rm ES}$ by the factor $9.87/7.57=1.30$. At the longest hop the omitted attraction is $\lambda=2/7.57=0.26$ of the band half-width, and it is larger for shorter hops, so it is not negligible. A rough percolation estimate that includes it, with uncorrelated sites and no bond for pairs that violate stability, lowers $\beta$ from 7.57 to about 4.5; $T_{\rm ES}$ would then be near 800 K and the resistivity change near 9 powers of ten. The values of $\beta$ found here without the attraction should not be used to extract $a$ from a measured $T_{\rm ES}$; the value commonly used for that purpose is 2.8. The band edges lie between $x=0.14$ and $x=0.29$. Across the slightly wider range from 0.1 to 0.3, the local value of $(m+1)/(m+4)$ falls from 0.53 to 0.43. This is not the hopping exponent itself, because hops use all energies up to the band edge, not only those near it. A measured exponent near one half in such a window would fit the Coulomb gap, but would not show that the limiting quadratic form had been reached.

The numerical output below lists the computed values.

## Numbers as computed

```
exclusion probability, sampled: 0.474
exclusion probability, formula: 0.475
f/x^2 at x = 1e-25 (limit 2): 1.9997
x = 1: f/x^2 = 0.793, local power m = 0.345, (m+1)/(m+4) = 0.310
x = 0.3: f/x^2 = 3.603, local power m = 1.267, (m+1)/(m+4) = 0.430
x = 0.1: f/x^2 = 4.173, local power m = 2.432, (m+1)/(m+4) = 0.534
x = 0.01: f/x^2 = 0.913, local power m = 2.234, (m+1)/(m+4) = 0.519
x = 0.001: f/x^2 = 1.921, local power m = 1.474, (m+1)/(m+4) = 0.452
correction exponent s, root: 0.1335 + 0.9873 i
correction exponent s, from solution: 0.1330 + 0.9866 i
Coulomb glass: 8 samples of 1000 sites
glass energy bin edges (B/lattice constant): 0.200, 0.350, 0.613
glass site counts in the two bins: 218, 1082
gap power m: glass 1.86 +- 0.13 (counting error), closure in same bins 1.44
g B^3/eps^2 in lower bin: glass 1.172, closure 1.050
asymptotic alpha = 3/(2 pi): 0.4775
percolation: 4 samples of 30000 sites (quadratic gap) and 15000 sites (flat)
quadratic gap, T/T_top = 1.00: mean xi = 9.55
quadratic gap, T/T_top = 0.50: mean xi = 13.45
quadratic gap, T/T_top = 0.25: mean xi = 19.02
hopping exponent, quadratic gap: 0.496
hopping exponent, flat density: 0.264
beta for asymptotic alpha: 9.87 +- 0.12 (sample scatter)
critical dimensionless density nu_c: 57.3
kappa = 12, a = 8 nm
site density = 1.0e+24 m^-3, spread = 30 meV
B = 1.9226e-29 J m
g0 = 2.0805e+44 J^-1 m^-3
E0 = 15.53 meV
amplitude alpha at x = 0.2: 1.059
beta with this amplitude: 7.57
gap scale = 7.38 meV
T_ES = 1317 K
k T_ES = 113.5 meV
upper temperature scale = 5.6 K
T = 0.5 K: xi = 51.32, longest hop = 205.3 nm, band = 2.21 meV, x = 0.142
T = 1 K: xi = 36.29, longest hop = 145.2 nm, band = 3.13 meV, x = 0.201
T = 2 K: xi = 25.66, longest hop = 102.6 nm, band = 4.42 meV, x = 0.285
log10 of resistivity ratio, 0.5 K to 2 K: 11.14
```
